# Proof of the surface-charge theorem for insulators with independent electrons, part 1

(Sections cited here and not found follow in the second part.)

Before a slab calculation on a new facet of an insulator one has to choose the surface cell and the electron count. An isolated thick slab with no field inside and none in the vacuum needs, by Gauss's law, zero macroscopic charge $\sigma$ on each face. The surface-charge theorem of Vanderbilt and King-Smith says that an insulating surface with cell area $A$ and outward normal $\hat n$ can only carry

$$\sigma=\mathbf P\cdot\hat n+N\,e/A,\qquad N\ \text{an integer},$$

with $\mathbf P$ the bulk Berry-phase polarisation. If $\mathbf P\cdot\hat n\,A/e$ is an integer, a neutral insulating termination of that cell is not excluded by the count of spin-orbitals. Spin adds a condition. On a non-magnetic (time-reversal symmetric) insulating surface the electrons come in Kramers pairs, so if all ion charges are even, $N$ changes only in steps of 2. With $\mathbf P$ evaluated from paired Wannier functions, $\mathbf P\cdot\hat n\,A/e$ of the actual surface cell must then be even. An odd value, as for the equally spaced $\pm2$ layers of a rocksalt (111) $1\times1$ cell, needs a larger cell, a spin-polarised surface or an adatom of odd charge such as H. The same parity test applies to the enlarged cell of the next case. If it is $p/q$ in lowest terms, the cell area must be multiplied by a multiple of $q$. Otherwise no periodic surface cell is both neutral and insulating: a periodic surface is then metallic or needs external compensation. Non-periodic surfaces lie outside the theorem.

Units are Hartree atomic units, with $e=1$ and electron charge $-1$. Electrons are independent (mean field) and counted per spin-orbital. They live on orthonormal orbitals $i$ at positions $x_i$, with a diagonal position operator.

## 1. Isolated dimers and the meaning of "end charge"

The spinless Rice–Mele chain has period $a$, site A at $ma$ with energy $+\Delta$ and no ion, site B at $ma+a/2$ with energy $-\Delta$ and ion charge $+1$, hopping $-t_1$ within a cell and $-t_2$ from B$_m$ to A$_{m+1}$ (with $t_1,t_2\ge0$), and one electron per cell. The site charge is $q_i=Z_i-n_i$.

Set $t_2=0$ and start the chain at A$_0$. Each dimer holds one electron with weight $n_A$ on A, so $q_A=-n_A$ and $q_B=+n_A$. The charge $S(y)=\sum_{x_i<y}q_i$ left of a sharp cut is $-n_A$ for a cut after A and $0$ after B, so a sharp cut defines no end charge. For a smooth weight $f$ falling from 1 to 0, write $f(x)=\int_x^\infty(-f'(y))\,dy$ and exchange sum and integral:

$$Q_L=\sum_i f(x_i)q_i=\int S(y)\,(-f'(y))\,dy .$$

Inside a neutral periodic bulk $S$ is periodic. The linear ramp with $-f'=1/a$ on $[x_0,x_0+a]$ returns the period average of $S$, independent of $x_0$. This is the definition of the macroscopic end charge. A ramp with $-f'\propto e^{-y^2/w^2}$ multiplies each harmonic $G=2\pi j/a$ of $S$ by $e^{-G^2w^2/4}$ and gives the same value for $w\gg a$.

For the dimers each value of $S$ holds over half a period, so $Q_L=-n_A/2$. The dipole of a dimer is $d=n_Aa/2$, so $Q_L=-d/a$. In the opposite limit $t_1=0$, site A$_0$ is isolated and the dimers are B$_m$A$_{m+1}$ with $d=-n_Aa/2$. With A$_0$ empty, $S$ alternates between $0$ and $+n_A$, and $Q_L=+n_A/2=-d/a$ again. Filling A$_0$ subtracts 1.

The rule behind both cases is an identity for the linear ramp. Let $g(x)=\sum_{m\ge m_1}f(x+ma)$. For $x+m_1a\le x_0+a$ exactly one of the points $x+ma$ lies on the ramp, so $g'=-1/a$, and $g=0$ at $x+m_1a=x_0+a$. Hence

$$\sum_{m\ge m_1}f(x+ma)=\frac{x_0+a-m_1a-x}{a}.\tag{1}$$

Repeat a unit with charges $q_s$ at $\xi_s$ in the cells $m\ge m_1$. Its weighted charge is $\sum_sq_s\,g(\xi_s)$. Neutrality removes the constant in (1) and leaves $-\sum_sq_s\xi_s/a=-d/a$. With $P=d/a$ and $\hat n=-\hat x$ at the left end this is $\mathbf P\cdot\hat n$.

## 2. Both hoppings on: the unit is a Wannier function

Let $\kappa=ka$ and $|\psi_\kappa\rangle=\sum_{m,s}e^{i\kappa m}c_s(\kappa)|m,s\rangle$ with $c$ normalised, smooth and $2\pi$-periodic. The Wannier function is $w_0(m,s)=\int_{-\pi}^{\pi}\frac{d\kappa}{2\pi}e^{i\kappa m}c_s$, and its translates $w_m$ are orthonormal with $\Pi_\infty=\sum_m|w_m\rangle\langle w_m|$ the band projector. Since $me^{i\kappa m}=-i\partial_\kappa e^{i\kappa m}$, integration by parts makes $m\,w_0$ the transform of $i\partial_\kappa c$, and Parseval's theorem gives the centre, for site offsets $\tau_s$:

$$\bar x=\int\frac{d\kappa}{2\pi}\Big[a\,i\,c^\dagger\partial_\kappa c+\sum_s\tau_s|c_s|^2\Big]=\frac{a}{2\pi}\oint i\,u^\dagger\partial_\kappa u\,d\kappa,\qquad u_s=e^{-i\kappa\tau_s/a}c_s.\tag{2}$$

Because $u_j^\dagger u_{j+1}\approx\exp(u^\dagger\partial_\kappa u\,d\kappa)$, the phase in (2) is the limit of the Wilson loop $-\mathrm{Im}\ln\prod_ju_j^\dagger u_{j+1}$. A gauge change $c\to e^{i\theta}c$ adds $-\oint\theta'=2\pi\times$integer, so $\bar x$ is fixed modulo $a$. The neutral unit is the ion at $a/2$ with one Wannier electron, so $P=\tfrac12-\bar x/a$.

The Bloch matrix has diagonal $(\Delta,-\Delta)$ and $H_{AB}=h=-(t_1+t_2e^{-i\kappa})$, with energies $\pm\varepsilon$, $\varepsilon^2=\Delta^2+|h|^2$, $|h|^2=t_1^2+t_2^2+2t_1t_2\cos\kappa$. The first row at $E=-\varepsilon$ gives $c_A=-hc_B/(\varepsilon+\Delta)$. Normalisation with $|h|^2=(\varepsilon-\Delta)(\varepsilon+\Delta)$ gives $c_B^2=(\varepsilon+\Delta)/2\varepsilon$ and $|c_A|^2=|h|^2/[2\varepsilon(\varepsilon+\Delta)]$. The gauge $c_B>0$ is smooth unless $\varepsilon=-\Delta$, which needs $\Delta\le0$ and $t_1=t_2$. That case is excluded from (3) below: for $t_1=t_2$ and $\Delta<0$ inversion symmetry puts the centre on A and $P=\frac12$ modulo 1, which (3) approaches as $\pm\frac12$ when $t_1\to t_2$ from above or below. Write $c_A=|c_A|e^{i\chi}$ with $\chi=\arg(t_1+t_2e^{-i\kappa})$. The moduli contribute half the derivative of the norm, which is zero, so $ic^\dagger\partial c=-|c_A|^2\chi'$, with

$$\chi'=\mathrm{Im}\frac{-it_2e^{-i\kappa}}{t_1+t_2e^{-i\kappa}}=-\frac{t_2^2+t_1t_2\cos\kappa}{|h|^2}.$$

With $\tau_B|c_B|^2=\frac a2(1-|c_A|^2)$, the integrand of (2) is $\frac a2+a\,[t_2^2+t_1t_2\cos\kappa-\frac12|h|^2]/[2\varepsilon(\varepsilon+\Delta)]$. The cosines cancel and the bracket is $(t_2^2-t_1^2)/2$. Therefore

$$P=\frac{t_1^2-t_2^2}{8\pi}\int_{-\pi}^{\pi}\frac{d\kappa}{\varepsilon(\varepsilon+\Delta)}.\tag{3}$$

At $t_2=0$, $\varepsilon$ is constant and (3) is $t_1^2/[4\varepsilon(\varepsilon+\Delta)]=n_A/2$, the dimer value, and at $t_1=0$ it is $-n_A/2$. For $\Delta\to+\infty$ the electron sits on its ion and $P\to0$.

For a closed form use $1/[\varepsilon(\varepsilon+\Delta)]=1/|h|^2-\Delta/(\varepsilon|h|^2)$. Expanding $1/h$ as a geometric series in the smaller hopping over the larger and applying Parseval gives $\int d\kappa/|h|^2=2\pi/|t_1^2-t_2^2|$. With $\phi=\kappa/2$ and $s=t_1+t_2$, $|h|^2=s^2(1-n\sin^2\phi)$ and $\varepsilon^2=(\Delta^2+s^2)(1-m\sin^2\phi)$, where $n=4t_1t_2/s^2$, $m=4t_1t_2/(\Delta^2+s^2)$, and $\int_{-\pi}^\pi d\kappa=4\int_0^{\pi/2}d\phi$. For $t_1\ne t_2$,

$$P=\frac{\mathrm{sgn}(t_1-t_2)}4-\frac{\Delta\,(t_1-t_2)}{2\pi s\sqrt{\Delta^2+s^2}}\,\Pi(n|m),\qquad \Pi(n|m)=\int_0^{\pi/2}\!\!\frac{d\phi}{(1-n\sin^2\phi)\sqrt{1-m\sin^2\phi}}.$$

At $\Delta=0$, $P=\pm\frac14$: the centre sits at the middle of the strong bond.

The model parameters are round values: $t_1=0.06$, $t_2=0.10$, $\Delta=0.03$ Ha, $a=5$ bohr. The band edges are $\pm\sqrt{\Delta^2+(t_1-t_2)^2}=\pm0.05$ Ha, a gap of 0.10 Ha (2.72 eV). Then $n=0.9375$, $m=0.90566$, $\Pi=15.01821$, and

$$P=-0.25+\frac{0.03\times0.04\times15.01821}{2\pi\times0.16\times\sqrt{0.0265}}=-0.139877,\qquad \bar x=5\times0.6398774=3.199387\ \text{bohr}.$$

The numerical check confirms this $P$ against the Wilson loop, quadrature of (3) and the centre of the real-space $w_0$, and (3) against the Wilson loop for three further parameter sets, two with $\Delta<0$.

## 3. Any gapped open chain

Assumptions: hoppings vanish beyond a range $r$; the chain Hamiltonian $H$ equals the bulk $H_\infty$ beyond a finite depth from each end, so there is no macroscopic field; $\mu$ lies in a gap of both; all ion charges are integers; the bulk cell is neutral. Several bands may be occupied. The idea is to remove interior Wannier functions from the occupied projector and show that the remainder at each end has integer trace.

**Locality.** Let $G(z)=(z-H)^{-1}$ and $\Pi=\oint\frac{dz}{2\pi i}G(z)$ on a contour that encloses the levels below $\mu$ at distance at least $\gamma$ from both spectra. The matrix $H_\eta=e^{\eta x}He^{-\eta x}$ has elements $H_{ij}e^{\eta(x_i-x_j)}$. A matrix norm is bounded by the larger of its maximal row and column sums, so $\|H_\eta-H\|\le h_0(e^{|\eta|r}-1)$, with $h_0$ the largest row sum of hopping moduli. Choose $\eta>0$ so that this is $\gamma/2$. The Neumann series gives $\|(z-H_{\pm\eta})^{-1}\|\le2/\gamma$, and the $ij$ element of that inverse is $G_{ij}e^{\pm\eta(x_i-x_j)}$, so $|G_{ij}|\le(2/\gamma)e^{-\eta|x_i-x_j|}$ (the Combes–Thomas bound). The same holds for $G_\infty$, $\Pi$ and $\Pi_\infty$.

**Healing.** Let $\Theta$ project on the interior sites, where $H=H_\infty$. Insert $(z-H_\infty)G_\infty=1$ and $G(z-H)=1$:

$$G\Theta-\Theta G_\infty=G\,[\Theta(z-H_\infty)-(z-H)\Theta]\,G_\infty=G\,K\,G_\infty,\qquad K=H\Theta-\Theta H_\infty.\tag{4}$$

$K_{ij}$ vanishes when both sites are interior and when both are not, so it lives within $r$ of the two edges of the interior. For interior sites at depths $d_i,d_j$, (4) and locality give $|\Pi_{ij}-\Pi_{\infty,ij}|\le Ce^{-\eta(d_i+d_j)}$. If $H-H_\infty$ decays exponentially instead of vanishing, $K$ has decaying elements and the bound holds with a smaller $\eta$.

**Localised Wannier functions.** Since $\Pi_\infty$ decays exponentially, its Bloch matrix $\Pi(\kappa)$ is analytic in a strip. Solve $\partial_\kappa U=[\Pi',\Pi]U$ from an orthonormal frame of occupied states. The generator is anti-Hermitian, so the frame stays orthonormal. From $\Pi'=\Pi'\Pi+\Pi\Pi'$ and $\Pi\Pi'\Pi=0$ follows $[[\Pi',\Pi],\Pi]=\Pi'$, so $\Pi U$ obeys the same equation as $U$ and the frame stays occupied. After one period $U(\kappa+2\pi)=U(\kappa)e^{iM}$ with $M$ Hermitian, so $c=Ue^{-iM\kappa/2\pi}$ is analytic and periodic. Shifting the $\kappa$ contour into the strip shows that the $w_m$ decay exponentially; $\eta$ is lowered to that rate if needed. The sum of centres $\bar X$ is (2) with a trace. A periodic gauge matrix $g$ adds $\oint i\,\partial\ln\det g$, a multiple of $2\pi$, so $\bar X$ and the dipole $d=\sum_sZ_s\tau_s-\bar X$ are fixed modulo $a$.

**Remainder projector.** Keep the $w_m$ of cells $m_1\le m\le m_2$, all at depth at least $\ell$, as columns of $W$. Let $\delta=e^{-\eta\ell}$, and let $O(\delta)$ have constants independent of chain length. Integrating (4) on $w_m$ gives $\Pi\Theta w_m=\Theta w_m+\oint\frac{dz}{2\pi i}GKG_\infty w_m=w_m+e_m$ with $\|e_m\|\le Ce^{-\eta d_m}$, because $G_\infty w_m$ is localised at cell $m$ and $K$ at the edges. The trace norm of $E=(e_m)$ is at most $\sum_m\|e_m\|=O(\delta)$, a geometric sum. The overlap obeys $\mathcal S-1=E^\dagger W+W^\dagger E+E^\dagger E=O(\delta)$ in trace norm, and so does $\mathcal S^{-1/2}-1$. The Löwdin set $\tilde W=(W+E)\mathcal S^{-1/2}$ is orthonormal, lies in the range of $\Pi$, and $\tilde W\tilde W^\dagger-WW^\dagger=O(\delta)$ in trace norm. Hence $\Pi_s=\Pi-\tilde W\tilde W^\dagger$ is an exact projector.

Let $\mathcal M$, of length at least $\ell$, be the sites between cells $m_1$ and $m_2$ at distance more than $\ell$ from both. For $i\in\mathcal M$,

$$(\Pi_s)_{ii}=(\Pi-\Pi_\infty)_{ii}+\sum_{m\notin[m_1,m_2]}|w_m(i)|^2+(WW^\dagger-\tilde W\tilde W^\dagger)_{ii},$$

and each term summed over $\mathcal M$ is $O(\delta)$: by healing, by Wannier decay and by the trace norm. So $\mathrm{Tr}_{\mathcal M}\Pi_s=O(\delta)$.

**Integer trace.** Cut the chain inside $\mathcal M$ into $\mathcal L$ and $\mathcal R$, and let $\Pi_L$ be the $\mathcal{LL}$ block of $\Pi_s$. The $\mathcal{LL}$ block of $\Pi_s^2=\Pi_s$ gives $\mathrm{Tr}(\Pi_L-\Pi_L^2)=\sum_{i\in\mathcal L,\,j\in\mathcal R}|(\Pi_s)_{ij}|^2$. Terms with $i$ or $j$ in $\mathcal M$ sum to at most $2\,\mathrm{Tr}_{\mathcal M}\Pi_s$, since $\sum_j|(\Pi_s)_{ij}|^2=(\Pi_s)_{ii}$. The rest connect sites across the whole of $\mathcal M$, where $\Pi$ and $WW^\dagger$ decay and $\tilde W\tilde W^\dagger-WW^\dagger$ is small. The eigenvalues $\lambda\in[0,1]$ of $\Pi_L$ thus obey $\sum\lambda(1-\lambda)=O(\delta)$. As $\min(\lambda,1-\lambda)\le2\lambda(1-\lambda)$, $\mathrm{Tr}\,\Pi_L=N_s+O(\delta)$ with $N_s$ an integer.

Removing the interior Wannier functions from the occupied projector of a gapped open chain leaves a remainder whose trace at the left end is an integer, up to an error exponentially small in $\ell$. It remains to assemble the end charge from this result, test it, and extend it to crystal surfaces.
